**Thomas-Fermi diamagnetism compared with Hartree-Fock noble gases**

For the neutral Thomas-Fermi atom the sum of the mean square electron radii is $C Z^{1/3}a_0^2$, where $Z$ is the nuclear charge number, $a_0$ the Bohr radius, $C=(9\pi^2/128)^{2/3}I$ and $I=\int_0^\infty x^{5/2}\phi^{3/2}dx$ with the Thomas-Fermi function $\phi$. The program asserts that the Langevin formula and its units agree with a direct diagonalization of hydrogen in a magnetic field. It asserts that outward integrations with shifted initial slopes bracket $\phi$, that two forms of $I$ agree, and that the density reproduces itself through its own electrostatic potential for $Z=10$ and $Z=54$. For Ne, Ar, Kr and Xe it asserts the Hartree-Fock virial ratio, the electron count, and the absence of coupling by $L_z$ between occupied and empty orbitals. It also asserts that more than 90 per cent of the Thomas-Fermi excess over Hartree-Fock comes from beyond $3\,a_0$. The output gives $C=43.24$ and a molar susceptibility of $-34.2\,Z^{1/3}\times10^{-6}\ \mathrm{cm^3/mol}$. This is about ten times the rough measured value for neon and three times that for xenon.

## Verification by program

```python
"""
Result under test: a neutral Thomas-Fermi (TF) atom has
    sum<r^2> = C Z^(1/3) a0^2,   C = (9 pi^2/128)^(2/3) * I,
    I = integral x^(5/2) phi^(3/2) dx = 6 integral x phi dx,
and molar Langevin susceptibility chi = -mu0 N_A e^2 sum<r^2> / (6 m).
phi(x): TF function, phi'' = phi^(3/2)/x^(1/2), phi(0)=1, phi(inf)=0.
r = b x with b = (9 pi^2/128)^(1/3) Z^(-1/3) in bohr (a0).
Hartree-Fock (HF) densities show where the TF estimate goes wrong.
Atomic units are used unless a unit is named; chi is in 1e-6 cm^3/mol.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson, cumulative_trapezoid
from scipy.linalg import eigh
from pyscf import gto, scf

# ---------- unit of molar susceptibility per a0^2 of sum<r^2> ----------
a0 = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
field_unit = sc.physical_constants["atomic unit of mag. flux density"][0]
chi_si_per_r2 = sc.mu_0 * sc.N_A * sc.e**2 * a0**2 / (6 * sc.m_e)
si_to_cgs6 = 1e6 / (4 * np.pi) * 1e6   # m^3/mol -> 1e-6 cm^3/mol
chi_per_r2 = chi_si_per_r2 * si_to_cgs6

# ---------- hydrogen in a field: energy curvature by diagonalization ----------
h_basis = [[0, [0.02 * 2.2**k, 1.0]] for k in range(15)]
h_basis += [[2, [0.02 * 2.2**k, 1.0]] for k in range(8)]
hyd = gto.M(atom="H 0 0 0", basis={"H": h_basis}, spin=1, verbose=0)
h0 = hyd.intor("int1e_kin") + hyd.intor("int1e_nuc")
overlap = hyd.intor("int1e_ovlp")
rr = hyd.intor("int1e_rr", comp=9)
B = 0.01
e_free = eigh(h0, overlap, eigvals_only=True)[0]
e_field = eigh(h0 + B**2 / 8 * (rr[0] + rr[4]), overlap, eigvals_only=True)[0]
curvature = 2 * (e_field - e_free) / B**2
chi_h_direct = -sc.mu_0 * sc.N_A * curvature * hartree / field_unit**2
chi_h_direct *= si_to_cgs6
chi_h_formula = -3.0 * chi_per_r2      # hydrogen 1s has <r^2> = 3 a0^2
assert abs(chi_h_direct / chi_h_formula - 1) < 1e-3

# ---------- TF function: inward integration, then exact rescaling ----------
lam = (np.sqrt(73) - 7) / 2
eps = 1e-5
s_top = np.log(1 / eps) / lam
s_join = np.log(0.035)


def tail_rhs(s, v):
    w, dw = v
    return [dw, 7 * dw - 12 * w + 12 * w**1.5]


def core_rhs(y, v):
    # y = sqrt(x); v = (phi, dphi/dx)
    return [2 * y * v[1], 2 * max(v[0], 0.0)**1.5]


opts = dict(method="DOP853", rtol=1e-12, atol=1e-14, dense_output=True)
tail = solve_ivp(tail_rhs, (s_top, s_join), [1 - eps, lam * eps], **opts)
w_j, dw_j = tail.y[:, -1]
start = [144 * np.exp(-3 * s_join) * w_j,
         144 * np.exp(-4 * s_join) * (dw_j - 3 * w_j)]
y_join = np.exp(s_join / 2)
core = solve_ivp(core_rhs, (y_join, 0.0), start, **opts)
assert tail.success and core.success
height, raw_slope = core.y[:, -1]
kappa = height**(-1 / 3)
slope = raw_slope * height**(-4 / 3)


def phi(x):
    X = kappa * x
    s = np.clip(np.log(X), s_join, s_top)
    outer = 144 * tail.sol(s)[0] / X**3
    inner = core.sol(np.clip(np.sqrt(X), 0, y_join))[0]
    return np.where(X > np.exp(s_join), outer, inner) / height


# outward solutions with shifted slopes must miss on opposite sides
def hits_zero(y, v):
    return v[0]


def turns_up(y, v):
    return v[1]


hits_zero.terminal = True
turns_up.terminal = True
for shift, which in ((-1e-6, 0), (1e-6, 1)):
    trial = solve_ivp(core_rhs, (0, 15), [1.0, slope + shift],
                      method="DOP853", rtol=1e-11, atol=1e-13,
                      events=(hits_zero, turns_up))
    assert len(trial.t_events[which]) == 1
    assert len(trial.t_events[1 - which]) == 0

# ---------- moment integral in two ways ----------
log_x = np.linspace(np.log(1e-8), s_top - np.log(kappa) - 1e-6, 40001)
x = np.exp(log_x)
f = phi(x)
assert np.all(f * x**3 < 144)
moment_cum = cumulative_trapezoid(x**3.5 * f**1.5, log_x, initial=0)
I_direct = moment_cum[-1] + 1728 / x[-1]
I_parts = 6 * (simpson(x**2 * f, x=log_x) + 144 / x[-1])
assert abs(I_direct / I_parts - 1) < 1e-5
b0 = (9 * np.pi**2 / 128)**(1 / 3)
C = b0**2 * I_direct


def tf_density(Z):
    b = b0 * Z**(-1 / 3)
    return b * x, Z / (4 * np.pi * b**3) * (f / x)**1.5


# density must reproduce itself through its own electrostatic potential
for Z in (10, 54):
    r, n = tf_density(Z)
    charge = cumulative_trapezoid(4 * np.pi * n * r**3, log_x, initial=0)
    shell = cumulative_trapezoid(4 * np.pi * n * r**2, log_x, initial=0)
    V = (Z - charge) / r - (shell[-1] - shell)
    ok = (x > 0.01) & (x < 20)
    n_back = (2 * V[ok])**1.5 / (3 * np.pi**2)
    assert np.max(np.abs(n_back / n[ok] - 1)) < 1e-3
    r2_quad = simpson(4 * np.pi * n * r**5, x=log_x)
    assert abs(r2_quad / (C * Z**(1 / 3)) - 1) < 1e-5

# ---------- outer part of the moment: Z-independent limit ----------
R = 3.0


def tf_inside(Z):
    b = b0 * Z**(-1 / 3)
    return Z * b**2 * np.interp(np.log(R / b), log_x, moment_cum)


outer_limit = 121.5 * np.pi**2 / R
Z_huge = 1e12
outer_huge = C * Z_huge**(1 / 3) - tf_inside(Z_huge)
assert abs(outer_huge / outer_limit - 1) < 0.01
x_half = np.exp(np.interp(I_direct / 2, moment_cum, log_x))
Z_half = (x_half * b0 / R)**3

# ---------- Hartree-Fock atoms, one common uncontracted basis ----------
basis = [[0, [0.04 * 2.5**k, 1.0]] for k in range(19)]
basis += [[1, [0.04 * 2.5**k, 1.0]] for k in range(15)]
basis += [[2, [0.10 * 2.5**k, 1.0]] for k in range(11)]
atoms = {"Ne": 10, "Ar": 18, "Kr": 36, "Xe": 54}
rough_measured = {"Ne": -7.0, "Ar": -19.0, "Kr": -29.0, "Xe": -45.0}
r_in = np.exp(np.linspace(np.log(1e-5), np.log(R), 2001))
r_out = np.exp(np.linspace(np.log(R), np.log(60.0), 1001))
eri = None
rows = {}
for name, Z in atoms.items():
    mol = gto.M(atom=name + " 0 0 0", basis={name: basis}, verbose=0)
    if eri is None:
        eri = mol.intor("int2e", aosym="s8")
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.conv_tol = 1e-8
    energy = mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    kinetic = np.einsum("ij,ji", dm, mol.intor("int1e_kin"))
    virial = -(energy - kinetic) / kinetic
    assert abs(virial - 2) < 1e-4
    r2_hf = np.einsum("ij,ji", dm, mol.intor("int1e_r2"))
    # no paramagnetic term: L_z does not connect occupied and empty orbitals
    lz = mol.intor("int1e_cg_irxp", comp=3)[2]
    occ = mf.mo_coeff[:, mf.mo_occ > 0]
    empty = mf.mo_coeff[:, mf.mo_occ == 0]
    assert np.max(np.abs(empty.T @ lz @ occ)) < 1e-3
    parts = []
    for rad in (r_in, r_out):
        points = np.zeros((len(rad), 3))
        points[:, 2] = rad
        ao = mol.eval_gto("GTOval_sph", points)
        dens = np.einsum("pi,pi->p", ao @ dm, ao)
        parts.append((simpson(4 * np.pi * dens * rad**3, x=np.log(rad)),
                      simpson(4 * np.pi * dens * rad**5, x=np.log(rad))))
    assert abs(parts[0][0] + parts[1][0] - Z) < 1e-3
    assert abs((parts[0][1] + parts[1][1]) / r2_hf - 1) < 1e-3
    r2_tf = C * Z**(1 / 3)
    in_tf = tf_inside(Z)
    r, n = tf_density(Z)
    count = cumulative_trapezoid(4 * np.pi * n * r**3, log_x, initial=0)
    out_count_tf = Z - np.interp(np.log(R), np.log(r), count)
    excess_outside = (r2_tf - in_tf - parts[1][1]) / (r2_tf - r2_hf)
    assert excess_outside > 0.9
    assert r2_tf - in_tf < outer_limit
    rows[name] = dict(Z=Z, tf=r2_tf, hf=r2_hf, tf_in=in_tf,
                      hf_in=parts[0][1], hf_out=parts[1][1],
                      nt=out_count_tf, nh=parts[1][0],
                      share=excess_outside, energy=energy)

# ---------- report ----------
print(f"chi unit per a0^2 = {chi_per_r2:.5f} 1e-6 cm^3/mol")
print(f"H atom chi, field diagonalization = {chi_h_direct:.4f}, "
      f"formula = {chi_h_formula:.4f} 1e-6 cm^3/mol")
print(f"TF initial slope phi'(0) = {slope:.7f}")
print(f"tail exponent lambda = {lam:.5f}")
print(f"length factor b Z^(1/3) = {b0:.5f} a0")
print(f"I direct = {I_direct:.4f}, I by parts = {I_parts:.4f}")
print(f"C = {C:.3f} (sum<r^2> = C Z^(1/3) a0^2)")
print(f"chi_TF / Z^(1/3) = {-C * chi_per_r2:.3f} 1e-6 cm^3/mol")
print(f"same in SI = {-C * chi_si_per_r2:.4e} m^3/mol")
print("chi in 1e-6 cm^3/mol; 'meas' = rough measured input")
for name, q in rows.items():
    meas = rough_measured[name]
    chi_tf = -q["tf"] * chi_per_r2
    chi_hf = -q["hf"] * chi_per_r2
    print(f"{name} Z={q['Z']}: TF {chi_tf:.1f}, HF {chi_hf:.2f}, "
          f"meas {meas:.0f}, TF/meas {chi_tf / meas:.1f}, "
          f"TF/HF {chi_tf / chi_hf:.2f}")
print(f"sum<r^2> in a0^2, split at R = {R:.1f} a0")
for name, q in rows.items():
    print(f"{name} TF: total {q['tf']:.2f}, inside {q['tf_in']:.2f}, "
          f"outside {q['tf'] - q['tf_in']:.2f}")
    print(f"{name} HF: total {q['hf']:.2f}, inside {q['hf_in']:.2f}, "
          f"outside {q['hf_out']:.2f}")
    print(f"{name} electrons outside R: TF {q['nt']:.3f}, HF {q['nh']:.3f}; "
          f"outer share of excess {q['share']:.3f}")
for name, q in rows.items():
    print(f"{name} HF energy = {q['energy']:.3f} hartree")
span = np.log(atoms["Xe"] / atoms["Ne"])
p_hf = np.log(rows["Xe"]["hf"] / rows["Ne"]["hf"]) / span
p_meas = np.log(rough_measured["Xe"] / rough_measured["Ne"]) / span
print(f"effective power of Z, Ne to Xe: HF {p_hf:.2f}, "
      f"rough measured {p_meas:.1f}, TF {1 / 3:.3f}")
print(f"TF outer moment, limit of large Z = {outer_limit:.1f} a0^2")
print(f"TF outer moment at Z = {Z_huge:.0e}: {outer_huge:.1f} a0^2")
print(f"half of I lies below x = {x_half:.2f}")
print(f"Z with half the TF moment inside R = {Z_half:.0f}")
print("all tests passed")
```

Running it gives:

```
chi unit per a0^2 = 0.79202 1e-6 cm^3/mol
H atom chi, field diagonalization = -2.3758, formula = -2.3760 1e-6 cm^3/mol
TF initial slope phi'(0) = -1.5880710
tail exponent lambda = 0.77200
length factor b Z^(1/3) = 0.88534 a0
I direct = 55.1655, I by parts = 55.1655
C = 43.240 (sum<r^2> = C Z^(1/3) a0^2)
chi_TF / Z^(1/3) = -34.247 1e-6 cm^3/mol
same in SI = -4.3036e-10 m^3/mol
chi in 1e-6 cm^3/mol; 'meas' = rough measured input
Ne Z=10: TF -73.8, HF -7.42, meas -7, TF/meas 10.5, TF/HF 9.94
Ar Z=18: TF -89.8, HF -20.62, meas -19, TF/meas 4.7, TF/HF 4.35
Kr Z=36: TF -113.1, HF -31.31, meas -29, TF/meas 3.9, TF/HF 3.61
Xe Z=54: TF -129.4, HF -49.64, meas -45, TF/meas 2.9, TF/HF 2.61
sum<r^2> in a0^2, split at R = 3.0 a0
Ne TF: total 93.16, inside 11.15, outside 82.01
Ne HF: total 9.37, inside 8.95, outside 0.42
Ne electrons outside R: TF 1.166, HF 0.035; outer share of excess 0.974
Ar TF: total 113.32, inside 17.66, outside 95.66
Ar HF: total 26.04, inside 21.56, outside 4.48
Ar electrons outside R: TF 1.543, HF 0.347; outer share of excess 1.045
Kr TF: total 142.78, inside 29.40, outside 113.37
Kr HF: total 39.54, inside 30.78, outside 8.76
Kr electrons outside R: TF 2.083, HF 0.656; outer share of excess 1.013
Xe TF: total 163.44, inside 38.99, outside 124.45
Xe HF: total 62.67, inside 43.79, outside 18.88
Xe electrons outside R: TF 2.445, HF 1.351; outer share of excess 1.048
Ne HF energy = -128.547 hartree
Ar HF energy = -526.815 hartree
Kr HF energy = -2752.024 hartree
Xe HF energy = -7231.919 hartree
effective power of Z, Ne to Xe: HF 1.13, rough measured 1.1, TF 0.333
TF outer moment, limit of large Z = 399.7 a0^2
TF outer moment at Z = 1e+12: 398.3 a0^2
half of I lies below x = 32.62
Z with half the TF moment inside R = 892
all tests passed
```
